# Bounding the Static Polarizability with the Thomas-Reiche-Kuhn Sum Rule

In a dielectric made of distinct molecules, the electronic part of the permittivity starts from the polarizability of those molecules. This problem asks how large that polarizability can be if little is known about a molecule beyond its number of electrons and its absorption threshold.

Consider $N$ electrons of mass $m$ and charge $-e$ (with $e>0$) around clamped nuclei. Gaussian units are used. The Hamiltonian is

$$H=\sum_{i=1}^{N}\frac{\mathbf p_i^2}{2m}+V(\mathbf r_1,\dots,\mathbf r_N),$$

where $V$ depends on positions alone and includes the repulsion between electrons. The ground state $|0\rangle$ is nondegenerate. Define

$$Z=\sum_i z_i,\quad P=\sum_i p_{i,z},\quad Z_{n0}=\langle n|Z|0\rangle,\quad \omega_n=\frac{E_n-E_0}{\hbar}.$$

A prime on a sum excludes $n=0$, and sums include the continuum. The lowest frequency with $Z_{n0}\neq0$ is called $\omega_1$ and is assumed positive. States with $Z_{n0}=0$ are called dark; they may lie below $\omega_1$.

## (a) Polarizability as a sum over excitations

**Question.** A static field $F$ points along $z$. Express the polarizability $\alpha$ through the $\omega_n$ and the oscillator strengths $f_n=2m\omega_n|Z_{n0}|^2/\hbar$.

**Solution.** A charge $q$ has energy $-qFz$ in the field, so the electrons acquire the perturbation $+eFZ$. The clamped nuclei add a term linear in $F$, which does not affect $\alpha$. The polarizability is defined by the quadratic term of the energy,

$$E(F)=E_0+(\text{term linear in }F)-\tfrac12\alpha F^2+\dots$$

Second-order perturbation theory gives

$$E^{(2)}=-\sum_n{}'\frac{e^2F^2|Z_{n0}|^2}{E_n-E_0}=-e^2F^2\sum_n{}'\frac{|Z_{n0}|^2}{\hbar\omega_n}.$$

Comparison with $-\frac12\alpha F^2$ yields

$$\alpha=\frac{2e^2}{\hbar}\sum_n{}'\frac{|Z_{n0}|^2}{\omega_n}.$$

The definition of $f_n$ means $|Z_{n0}|^2=\hbar f_n/(2m\omega_n)$. Inserting this,

$$\alpha=\frac{e^2}{m}\sum_n{}'\frac{f_n}{\omega_n^2}.$$

Each transition responds like $f_n$ classical electrons bound with frequency $\omega_n$. Since $|0\rangle$ is the ground state, every $\omega_n$ in the sum is positive and every $f_n\ge0$.

This is the response of the electrons alone. Displacement of the nuclei and rotation of permanent dipoles add to the static response of a real material and are not included.

## (b) The total oscillator strength

**Question.** Evaluate $\sum_n' f_n$ without knowing any eigenstate.

**Solution.** Because $V$ depends on positions alone, it commutes with $Z$. For the kinetic energy, $[p_z,z]=-i\hbar$ gives

$$[p_z^2,z]=p_z[p_z,z]+[p_z,z]p_z=-2i\hbar p_z .$$

Dividing by $2m$ and summing over electrons,

$$[H,Z]=-\frac{i\hbar}{m}P .$$

Since $[z_i,p_{j,z}]=i\hbar\delta_{ij}$, we have $[Z,P]=i\hbar N$, and therefore

$$[Z,[H,Z]]=-\frac{i\hbar}{m}\,(i\hbar N)=\frac{N\hbar^2}{m}.$$

The same double commutator can be written out as

$$[Z,[H,Z]]=2ZHZ-Z^2H-HZ^2 .$$

In its ground-state expectation value, $H$ acting on $|0\rangle$ gives $E_0$. Inserting a complete set of states,

$$\langle0|[Z,[H,Z]]|0\rangle=2\sum_n(E_n-E_0)|Z_{n0}|^2=2\sum_n{}'\hbar\omega_n|Z_{n0}|^2 .$$

Equating the two results and multiplying by $m/\hbar^2$,

$$\sum_n{}'\frac{2m\omega_n}{\hbar}|Z_{n0}|^2=\sum_n{}'f_n=N .$$

This is the Thomas-Reiche-Kuhn sum rule. The interaction between electrons redistributes strength among transitions but cannot change the total.

## (c) The largest possible polarizability

**Question.** Given $N$ and $\omega_1$, find an upper bound on $\alpha$. When is it attained? What does a known $\alpha$ say about $\omega_1$?

**Solution.** Every transition with $f_n>0$ has $\omega_n\ge\omega_1$, so $1/\omega_n^2\le1/\omega_1^2$. Because the weights $f_n$ are not negative, the inequality survives the summation:

$$\alpha=\frac{e^2}{m}\sum_n{}'\frac{f_n}{\omega_n^2}\le\frac{e^2}{m\omega_1^2}\sum_n{}'f_n=\frac{Ne^2}{m\omega_1^2}.$$

The amount by which the bound exceeds $\alpha$ is

$$\frac{Ne^2}{m\omega_1^2}-\alpha=\frac{e^2}{m}\sum_n{}'f_n\left(\frac1{\omega_1^2}-\frac1{\omega_n^2}\right).$$

Dark states drop out, and no remaining term is negative. The difference vanishes if and only if all the strength lies at $\omega_1$.

Solving the bound for the frequency gives

$$\omega_1\le\sqrt{\frac{Ne^2}{m\alpha}} .$$

A molecule with polarizability $\alpha$ must therefore have an allowed transition at or below this frequency. High polarizability and transparency up to high frequency are incompatible at fixed $N$.

For the orientational average, replace $f_n$ by the mean of its values for $x$, $y$ and $z$. The mean strengths also sum to $N$, and the bound holds if $\omega_1$ is the lowest frequency allowed along any of the three axes.

## (d) Using the size of the electron cloud

**Question.** Suppose the ground-state variance $\mathrm{Var}\,Z=\langle Z^2\rangle-\langle Z\rangle^2$ is also known. Find a sharper upper bound and a lower bound.

**Solution.** Dividing each $f_n$ by $\omega_n$ removes the energy from the sum, and completeness then gives

$$\sum_n{}'\frac{f_n}{\omega_n}=\frac{2m}{\hbar}\sum_n{}'|Z_{n0}|^2=\frac{2m}{\hbar}\mathrm{Var}\,Z .$$

The subtraction of $\langle Z\rangle^2$ comes from the excluded term $n=0$. Now bound just one of the two factors $1/\omega_n$ in $\alpha$:

$$\alpha=\frac{e^2}{m}\sum_n{}'\frac{f_n}{\omega_n}\frac1{\omega_n}\le\frac{e^2}{m\omega_1}\,\frac{2m}{\hbar}\mathrm{Var}\,Z=\frac{2e^2\,\mathrm{Var}\,Z}{\hbar\omega_1}.$$

This is never weaker than the bound of part (c), because

$$\frac{2m}{\hbar}\mathrm{Var}\,Z=\sum_n{}'\frac{f_n}{\omega_n}\le\frac N{\omega_1}.$$

For the lower bound, apply the Cauchy-Schwarz inequality to $\sqrt{f_n}$ and $\sqrt{f_n}/\omega_n$:

$$\left(\sum_n{}'\frac{f_n}{\omega_n}\right)^2\le\left(\sum_n{}'f_n\right)\left(\sum_n{}'\frac{f_n}{\omega_n^2}\right)=N\,\frac{m\alpha}{e^2}.$$

The left side is $4m^2(\mathrm{Var}\,Z)^2/\hbar^2$. Solving for $\alpha$ and collecting the results,

$$\frac{4me^2(\mathrm{Var}\,Z)^2}{N\hbar^2}\le\alpha\le\frac{2e^2\,\mathrm{Var}\,Z}{\hbar\omega_1}\le\frac{Ne^2}{m\omega_1^2}.$$

The lower bound needs no excitation energy. It shows that, at fixed $N$, large fluctuations of the electronic dipole force a large polarizability.

## (e) The hydrogen atom

**Question.** Evaluate all four quantities for hydrogen with a fixed nucleus, obtaining $\alpha$ without a sum over states.

**Solution.** In atomic units, $\hbar=m=e=1$, energies and frequencies are in hartree ($E_h$), and polarizabilities are in $a_0^3$. The first allowed transition is 1s to 2p, with $\omega_1=\frac12-\frac18=0.375\,E_h$. The ground state is spherical, so

$$\mathrm{Var}\,Z=\frac{\langle r^2\rangle}3=\frac13\int_0^\infty4r^4e^{-2r}\,dr=\frac13\cdot4\cdot\frac{24}{32}=1\ a_0^2 .$$

The sum in part (a) equals $\alpha=2\langle0|Z(H-E_0)^{-1}Z|0\rangle$, where the inverse acts on states orthogonal to $|0\rangle$. The 1s radial function is $u=2re^{-r}$. Multiplication by $z=r\cos\theta$ produces a p state with radial part $s/\sqrt3$, where $s=2r^2e^{-r}$. We therefore need the solution $\chi$ of

$$\left(-\frac12\frac{d^2}{dr^2}+\frac1{r^2}-\frac1r+\frac12\right)\chi=s .$$

Try $\chi=(2r^2+r^3)e^{-r}$. Differentiating twice,

$$\chi''=(4-2r-4r^2+r^3)e^{-r}.$$

Apart from the factor $e^{-r}$, the four terms on the left are

$$\left(-2+r+2r^2-\tfrac12r^3\right)+(2+r)+(-2r-r^2)+\left(r^2+\tfrac12r^3\right)=2r^2 ,$$

as required. The two factors $1/\sqrt3$ combine to $1/3$, and

$$\alpha=\frac23\int_0^\infty s\chi\,dr=\frac23\int_0^\infty(4r^4+2r^5)e^{-2r}dr=\frac23\left(3+\frac{15}4\right)=4.5\ a_0^3 .$$

The lower bound is $4\times1^2=4$, the variance bound is $2\times1/0.375=5.33$, and the sum-rule bound is $1/0.375^2=7.11$. Thus

$$4<4.5<5.33<7.11\quad(\text{in }a_0^3).$$

The sum over states shows where the slack comes from. The 2p transition has $f=0.416$ and supplies $0.416/0.375^2=2.96\,a_0^3$. The remaining strength, $0.584$, supplies $1.54\,a_0^3$. It acts as if concentrated at $\sqrt{0.584/1.54}=0.62\,E_h$, well above $\omega_1$.

## (f) Interacting electrons

**Question.** Let each electron feel the potential $\frac12m\omega_0^2z^2$ along $z$, and let the repulsion depend on coordinate differences. Find $\alpha$. Then assess the bounds for two electrons in a well that is not harmonic.

**Solution.** The repulsive forces cancel in pairs, so only the external well changes the total momentum:

$$[H,P]=i\hbar\sum_i\frac{\partial V}{\partial z_i}=i\hbar m\omega_0^2Z .$$

Take matrix elements of this equation and of $[H,Z]=-i\hbar P/m$ between $\langle n|$ and $|0\rangle$. On the left, each commutator gives a factor $\hbar\omega_n$:

$$\omega_nZ_{n0}=-\frac im P_{n0},\qquad \omega_nP_{n0}=im\omega_0^2Z_{n0}.$$

Eliminating $P_{n0}$ gives $\omega_n^2Z_{n0}=\omega_0^2Z_{n0}$. Any state with $Z_{n0}\ne0$ lies at $\omega_0$, so the bound is attained:

$$\alpha=\frac{Ne^2}{m\omega_0^2}.$$

The repulsion does not alter this value. Diagonalization for two repelling electrons in one dimension with $\omega_0=1$ gives $\alpha=2.00000$ in atomic units, equal to the bound.

For the second case, use the well $\sqrt{1+x^2}$ and the repulsion $1/\sqrt{1+(x_1-x_2)^2}$, again in one dimension and atomic units. The chain of part (d) becomes

$$3.3573<3.3656<3.3715<3.3857 .$$

The bound exceeds $\alpha$ by $0.6\%$ of $\alpha$. The difference formula in part (c) turns this into a statement about the spectrum. Strength above $2\omega_1$ contributes at least $\frac34f_n/\omega_1^2$ to the difference. The fraction of the total strength above $2\omega_1$ is therefore at most

$$\frac43\cdot\frac{3.3857-3.3656}{3.3857}=0.008 .$$

The lowest excitation of this model, at $0.558$, is dark, and $\omega_1=0.769$. Using the dark frequency would give $2/0.558^2=6.42$, which is still an upper bound but a needlessly weak one.

## (g) Where the bound fails

**Question.** Which steps fail for an excited initial state, and which for a velocity-dependent potential? Can the bound then be violated?

**Solution.** For an excited eigenstate the commutator argument still gives a total strength $N$, but downward transitions have $\omega<0$ and hence $f<0$. The termwise inequality of part (c) is lost.

Take one electron in the well $\sqrt{1+x^2}$, initially in its first excited state. The single downward transition has $f=-0.997$, so the upward strengths sum to $1.997$. The polarizability is $2.82$, whereas $N/\omega_{\min}^2=2.21$, where $\omega_{\min}$ is the smallest magnitude of an allowed transition frequency. The bound is violated.

The spacing of levels decides this. Let $\omega_u$ be the lowest allowed upward frequency and $\omega_d$ the magnitude of the downward one. Then

$$\alpha\le\frac{1.997}{\omega_u^2}-\frac{0.997}{\omega_d^2}.$$

If $\omega_u\ge\omega_d$, the right side is at most $1/\omega_d^2$ and the bound survives. The violation therefore requires $\omega_u<\omega_d$, a level spacing that shrinks with energy.

A potential that depends on velocity need not commute with $Z$, so the derivation in part (b) no longer applies as written. Terms linear in the momenta, such as the coupling to a magnetic field, still leave the double commutator and the total strength unchanged, but quadratic terms can change both. As a simple case, add $p^2/2m$ to the Hamiltonian of one electron in the same well. Both $[H,Z]$ and the total strength double. The computed ground-state polarizability is $1.77$, above $N/\omega_1^2=0.89$. The corrected bound, with total strength 2, is $2\times0.887=1.774$ and is respected.

The same caution applies to effective-mass models and nonlocal pseudopotentials: the total strength must be worked out for the Hamiltonian actually used. Nor does the commutator supply a separate sum rule for valence electrons. In an all-electron calculation, $N$ includes the core.

## (h) Methane

**Question.** Many organic low-k films contain C–H bonds, and methane is a small stable molecule with no other kind of bond. Does the bound apply to Hartree-Fock linear response? Evaluate it for methane and explain how close it comes.

**Solution.** The exchange operator of Hartree-Fock theory is nonlocal, so part (b) does not apply directly. Let $\rho(x,x')$ be the one-particle density matrix, with $x$ including spin, and let $v$ be the Coulomb repulsion. The exchange operator has the kernel $K(x,x')=-v(x,x')\rho(x,x')$. Its contribution to the rate of change of $\langle Z\rangle$ is proportional to

$$\mathrm{Tr}([z,K]\rho)=-\iint(z-z')\,v(x,x')\,|\rho(x,x')|^2\,dx\,dx'=0 ,$$

because the integrand changes sign when $x$ and $x'$ are exchanged. Hence $d\langle Z\rangle/dt=\langle P\rangle/m$ also holds in time-dependent Hartree-Fock theory.

Now apply a weak impulse $-\hbar\kappa Z\,\delta(t)$. Each electron gains momentum $\hbar\kappa$, so $\langle Z\rangle$ starts with the additional slope $N\hbar\kappa/m$. For a stable ground state, the linearized theory, known as the random-phase approximation (RPA), has real frequencies and the usual form of response,

$$\delta\langle Z\rangle(t)=2\kappa\sum_n{}'|Z_{n0}|^2\sin\omega_nt ,$$

where $Z_{n0}$ now denotes an RPA transition amplitude. The initial slope is $2\kappa\sum_n'\omega_n|Z_{n0}|^2$. Equating the slopes again gives $\sum_n'f_n=N$, and the bound follows as before. This argument assumes a complete orbital basis.

The calculation uses restricted Hartree-Fock and RPA in the aug-cc-pVDZ basis, with a chosen C–H distance of $2.06\,a_0$. The first allowed level is threefold degenerate at $\omega_1=0.405\,E_h$ ($11.0$ eV). With all ten electrons,

$$\frac N{\omega_1^2}=\frac{10}{0.4048^2}=61.0\ a_0^3=9.04\ \text{Å}^3 .$$

The RPA sum gives $\alpha=16.0\,a_0^3=2.37\,\text{Å}^3$, and an independent finite-field calculation agrees. The bound is larger by a factor of $3.8$. Read in reverse, $\alpha$ guarantees an allowed transition at or below $\sqrt{10/16.02}=0.79\,E_h$; the first one lies at about half that frequency.

The strengths show where the excess of $45.0\,a_0^3$ arises. In this basis they sum to $8.63$, not 10, so the finite basis misses $1.37$.

- The first allowed level has $f=0.4694$ and supplies $0.4694/0.4048^2=2.865\,a_0^3$. It causes no excess.
- Excitations above $10\,E_h$, the region of the carbon 1s shell, have $f=0.700$ but supply just $0.005\,a_0^3$. The bound credits them with $0.700/0.4048^2=4.27\,a_0^3$.
- The missing strength is credited with $1.368/0.4048^2=8.35\,a_0^3$. Most of it is core strength that this basis cannot describe. With tight s and p functions added on carbon, the total rises to $9.99$ and the strength above $10\,E_h$ to $1.90$, which then accounts for about $11.5$ of an excess of $44.9\,a_0^3$.
- The remaining strength, $7.46$, supplies $13.15\,a_0^3$ but is credited with $45.5\,a_0^3$. This accounts for $32.4\,a_0^3$ of the excess.

The main cause is thus neither the core nor the basis. It is the strength between the first level and the core region, which acts as if concentrated at $\sqrt{7.46/13.15}=0.75\,E_h$, nearly twice $\omega_1$.

These values omit electron correlation beyond RPA and depend on the basis, so they illustrate the bound at this level of theory. In the larger aug-cc-pVTZ basis, $\omega_1$ moves to $0.4054\,E_h$, the strength of the first level to $0.463$, $\alpha$ to $16.1\,a_0^3$, the bound to $60.8\,a_0^3$ and the total strength to $9.13$. The factor $3.8$ is unchanged, and the strength between the first level and the core region still accounts for about $33\,a_0^3$ of the excess, at an effective frequency of $0.76\,E_h$. They describe an isolated molecule. In a film, the permittivity also depends on the density of molecules, their mutual fields and the motion of the nuclei. The values for the models and for methane in the aug-cc-pVDZ basis are in the numerical output below.

## Computed results

```
HYDROGEN ATOM
omega_1 = 0.375000 Eh
sum of f = 1.000000
f of first transition = 0.4162
first-transition part of alpha = 2.9596 a0^3
Var Z = 1.0000 a0^2
lower bound = 4.0000 a0^3
alpha, sum over states = 4.5000 a0^3
alpha, closed solution = 4.5000 a0^3
variance upper bound = 5.3333 a0^3
sum-rule upper bound = 7.1111 a0^3
TWO INTERACTING ELECTRONS, 1D SOFT WELL (atomic units)
lowest excitation (dark) = 0.5581
omega_1 = 0.7686
sum of f = 2.000000
lower bound = 3.3573
alpha, sum over states = 3.3656
alpha, finite field = 3.3656
variance upper bound = 3.3715
sum-rule upper bound = 3.3857
TWO INTERACTING ELECTRONS, HARMONIC WELL (atomic units)
alpha = 2.00000, bound = 2.00000
COUNTEREXAMPLES, ONE ELECTRON (atomic units)
excited state: sum of f = 1.0000
excited state: most negative f = -0.9966
excited state: alpha = 2.8242
excited state: N/omega_min^2 = 2.2087
doubled kinetic term: sum of f = 2.0000
doubled kinetic term: alpha = 1.7666
doubled kinetic term: N/omega_1^2 = 0.8869
METHANE, RHF/RPA, aug-cc-pVDZ
C-H distance = 2.06 a0, electrons N = 10
omega_1 = 0.4048 Eh = 11.01 eV
degeneracy of first allowed level = 3
sum of f in this basis = 8.632
f of first allowed level = 0.4694
its part of alpha = 2.865 a0^3
f above 10 Eh (core) = 0.700
core part of alpha = 0.0050 a0^3
alpha, RPA sum = 16.022 a0^3
alpha, finite field = 16.023 a0^3
alpha, RPA sum = 2.374 angstrom^3
upper bound = 61.03 a0^3
upper bound = 9.04 angstrom^3
bound / alpha = 3.81
sqrt(N/alpha) = 0.7900 Eh
```
